# Composite NMR shieldings: increments, cubic extrapolation and tests of additivity

## What symmetry allows

A shielding $\sigma$ is dimensionless: it is the fraction of an applied field $\mathbf B$ that the electrons remove at a nucleus. In Hartree atomic units the energy of a nuclear moment $\mathbf m$ in the reduced field is $-\mathbf m\cdot(1-\sigma)\mathbf B$, so $\sigma$ is the coefficient of the electronic energy that is linear in both vectors. Time reversal changes the sign of both, hence

$$E(\mathbf B,\mathbf m)=E(-\mathbf B,-\mathbf m),$$

and a closed-shell molecule has no term linear in one of them alone. The vector potential of the moment carries a factor $\alpha^2$, with $\alpha$ the fine-structure constant. With that factor taken out of the operators,

$$\sigma=\alpha^2\,\frac{\partial^2E}{\partial B\,\partial m}\Big|_0,\qquad \alpha^2=53.2514\ \text{ppm}.$$

In a linear molecule along $z$ the tensor has two independent components, and the isotropic mean is $\sigma=(2\sigma_{xx}+\sigma_{zz})/3$.

Any method that returns an energy in the presence of $B$ and $m$ therefore defines a shielding. Differences between methods are differences of energies, differentiated in the same way.

## The scheme

Let D, T, Q denote cc-pVDZ, cc-pVTZ, cc-pVQZ, with cardinal numbers $X=2,3,4$. HF means Hartree–Fock; the molecule is called hydrogen fluoride. Define

$$\Delta(X)=\sigma_{\rm MP2}(X)-\sigma_{\rm HF}(X),\qquad \delta(X)=\sigma_{\rm CCSD(T)}(X)-\sigma_{\rm MP2}(X).$$

For a large basis $L$ these definitions give the identity $\sigma_{\rm CCSD(T)}(L)=\sigma_{\rm HF}(L)+\Delta(L)+\delta(L)$. The composite estimate is

$$\sigma_{\rm comp}=\sigma_{\rm HF}(\mathrm Q)+\Delta(\infty)+\delta(\mathrm D).$$

It contains three approximations: HF is stopped at Q, $\Delta(\infty)$ is extrapolated, and $\delta(L)$ is replaced by $\delta(\mathrm D)$. The additivity error is $\delta(L)-\delta(\mathrm D)$. Additivity is thus an assumption that the coupled-cluster correction depends weakly on the basis. It does not require the correction to be small.

## Field operators

For electrons of charge $-1$ the kinetic energy is $\frac12(\mathbf p+\mathbf A)^2$. With $\nabla\cdot\mathbf A=0$ this equals $\frac12p^2+\mathbf A\cdot\mathbf p+\frac12A^2$. The potential is the sum of

$$\mathbf A_B=\tfrac12\mathbf B\times\mathbf r_O,\qquad \mathbf A_m=\frac{\mathbf m\times\mathbf r_N}{r_N^3},$$

where $\mathbf r_O$ and $\mathbf r_N$ start at the gauge origin and at the nucleus. The triple-product rule turns $\mathbf A\cdot\mathbf p$ into

$$\tfrac12\mathbf B\cdot(\mathbf r_O\times\mathbf p)+\mathbf m\cdot\frac{\mathbf r_N\times\mathbf p}{r_N^3}.$$

The cross term of $\frac12A^2$ is

$$\mathbf A_B\cdot\mathbf A_m=\frac{(\mathbf B\cdot\mathbf m)(\mathbf r_O\cdot\mathbf r_N)-(\mathbf B\cdot\mathbf r_N)(\mathbf m\cdot\mathbf r_O)}{2r_N^3}.$$

With both centres on the $z$ axis its diagonal components are

$$h_{xx}=\frac{y^2+z_Oz_N}{2r_N^3},\qquad h_{zz}=\frac{x^2+y^2}{2r_N^3}.$$

For $\mathbf B\parallel z$ the term linear in $B$ is $\frac12L_z$. It commutes with the Hamiltonian, also when $\mathbf m\parallel z$, and the closed-shell state has $L_z=0$. Orbital energies shift by $B/2$ times their $L_z$ value, but excitations that conserve total $L_z$ leave the correlation denominators unchanged. Only $h_{zz}$ contributes to $\sigma_{zz}$.

The mixed derivative is linear in the nuclear operator and linear in the bilinear operator. One calculation with $\mathbf B\parallel x$ therefore gives the isotropic mean, if the nuclear operator is multiplied by $2/3$ and the bilinear one is replaced by $(2h_{xx}+h_{zz})/3$.

## London orbitals and the gauge origin

An orbital $\chi$ centred at height $Z$ receives the phase $e^{-i\mathbf A_R\cdot\mathbf r}$ with $\mathbf A_R=\frac12\mathbf B\times(\mathbf R-\mathbf O)$, because

$$(\mathbf p+\mathbf A_B)e^{-i\mathbf A_R\cdot\mathbf r}\chi=e^{-i\mathbf A_R\cdot\mathbf r}(\mathbf p+\mathbf A_B-\mathbf A_R)\chi,$$

and $\mathbf A_B-\mathbf A_R$ refers to the orbital's own centre. For $\mathbf B\parallel x$, $\hat x\times\hat z=-\hat y$, so to first order

$$\chi\to(1+iBcy)\chi,\qquad c=(Z-O)/2.$$

Terms of order $B^2$ in the orbitals cannot contribute to the coefficient of $Bm$. The first-order matrices are

$$S^B_{\mu\nu}=i(c_\nu-c_\mu)\langle\mu|y|\nu\rangle,$$
$$h^B_{\mu\nu}=\tfrac12\langle\mu|L_x|\nu\rangle+ic_\nu\langle\mu|h_0y|\nu\rangle-ic_\mu\langle\mu|yh_0|\nu\rangle,$$

with $L_x=-i(y\partial_z-z_O\partial_y)$. Write the nuclear operator as $-i\mathcal M$, where $\mathcal M=(y\partial_z-z_N\partial_y)/r_N^3$. The phases add to $h_{xx}$ the real matrix

$$c_\nu\langle\mu|\mathcal My|\nu\rangle-c_\mu\langle\mu|y\mathcal M|\nu\rangle .$$

Now move the origin by $+d$ along $z$, so that $c\to c-d/2$ and $z_O\to z_O-d$. The first term of $h^B$ changes by $-\frac{i}{2}d\,\partial_y$. The London terms change by $-\frac{i}{2}d[h_0,y]=+\frac i2d\,\partial_y$, since $[h_0,y]=-\partial_y$. In the bilinear operator, $h_{xx}$ changes by $-d\,z_N/(2r_N^3)$ and the London part by $-\frac d2[\mathcal M,y]=+d\,z_N/(2r_N^3)$. Both sums vanish. In overlap and two-electron integrals each orbital pair $\chi_\mu^*\chi_\nu$ gains the factor $1+iB(c_\nu-c_\mu)y$, which contains only a difference of $c$ and is unchanged. In the test on hydrogen fluoride, moving the origin from F to H changes no printed digit (0.0000 ppm) at any level of theory.

## Making the problem real

All imaginary terms are odd under $y\to-y$, and all real terms are even. Multiply each $y$-odd orbital by $i$. An imaginary element $iA_{\mu\nu}$ joins orbitals of opposite parity and becomes $i\cdot iA_{\mu\nu}=-A_{\mu\nu}$ (even $\mu$, odd $\nu$) or $(-i)iA_{\mu\nu}=A_{\mu\nu}$ (odd $\mu$, even $\nu$). One-electron matrices are then real and symmetric.

Density fitting writes $(pq|rs)=\sum_PL^P_{pq}L^P_{rs}$, with field-free fitting functions orthonormalized in the Coulomb metric. The London phases give $L^P_{\mu\nu}=(P|\chi_\mu\chi_\nu)+iB(c_\nu-c_\mu)(P|\chi_\mu y\chi_\nu)$; the two terms supply M0 and M1 of the pseudocode. For even $P$ the real term joins orbitals of equal $y$ parity and the imaginary term orbitals of opposite parity; for odd $P$ it is the reverse. For a $y$-even fitting function $P$, $L^P$ becomes real and symmetric. For a $y$-odd one it is Hermitian and imaginary, $L^P=iM^P$ with $M^P$ real and antisymmetric. Therefore

$$(pq|rs)=\sum_Ps_PM^P_{pq}M^P_{rs},\qquad s_P=\pm1,\quad (M^P)^{T}=s_PM^P,$$

with $M^P=L^P$ for even $P$. With a symmetric density $D$ the odd functions give no Coulomb term, as ${\rm tr}(M^PD)=0$. Exchange keeps a positive form, $\sum_Ps_PM^PDM^P=\sum_PM^PD(M^P)^T$.

In correlated codes the symmetry $(pq|rs)=(qp|rs)$ is lost, while $(pq|rs)=(rs|pq)=(qp|sr)$ survives. Routines that assume the full eightfold symmetry give wrong results here.

## Finite differences

Time reversal restricts the expansion of the energy, so

$$\frac{E(B,m)-E(B,-m)}{2Bm}=E_{Bm}+O(B^2)+O(m^2).$$

Terms even in $m$ cancel in the difference. The steps are $B=0.005$ and $m=0.001$. Halving both divides the leading error by four, so the observed change is three quarters of that error. For N$_2$ the largest change, over HF and MP2, is 0.051 ppm, which puts the original error near $0.051/0.75=0.07$ ppm.

An energy error $\eta$ in each run produces at worst $\alpha^2\eta/(Bm)$. For $\eta=10^{-10}$ hartree this is $53.25\times10^{-10}/(5\times10^{-6})\approx0.001$ ppm. Smaller steps reduce truncation but amplify convergence noise as $1/(Bm)$.

HF offers a second route. Its energy is stationary, so at fixed $B$

$$\frac{\partial E_{\rm HF}}{\partial m}\Big|_{m=0}=2\,{\rm tr}\,[D(B)(h^m+Bh^{Bm})],$$

where $D$ counts each occupied orbital once. Division by $B$ gives $E_{Bm}$ up to $O(B^2)$. The two routes differ by 0.011 ppm for N$_2$. MP2 and CCSD(T) energies are not stationary in the orbitals, so this short formula does not hold for them.

## The cubic extrapolation

Take as given that the opposite-spin correlation energy of an atom converges with angular momentum $l$ as $(l+\frac12)^{-4}$ at leading order. If a basis omits all $l\ge X$, the midpoint rule gives the missing part:

$$\sum_{l\ge X}(l+\tfrac12)^{-4}\approx\int_X^\infty t^{-4}dt=\frac1{3X^3}.$$

Suppose this holds in the fields, with a smooth coefficient: $E_{\rm corr}(X;B,m)=E_\infty(B,m)+a(B,m)X^{-3}$. Differentiation gives $\Delta(X)=\Delta(\infty)+\alpha^2a_{Bm}X^{-3}$. The step assumes that the asymptotic form may be differentiated and that the basis is already in the asymptotic regime. Neither is guaranteed for D, T and Q.

Multiplying the expressions for $X$ and $Y$ by $X^3$ and $Y^3$ and subtracting removes the coefficient:

$$\Delta(\infty)=\frac{Y^3\Delta(Y)-X^3\Delta(X)}{Y^3-X^3}.$$

For T and Q this is $\Delta(\mathrm Q)+\frac{27}{37}[\Delta(\mathrm Q)-\Delta(\mathrm T)]$. The law also predicts a ratio of steps,

$$\frac{\Delta(\mathrm Q)-\Delta(\mathrm T)}{\Delta(\mathrm T)-\Delta(\mathrm D)}=\frac{1/27-1/64}{1/8-1/27}=\frac{37}{152}=0.243.$$

A correlation-consistent basis for C, N, O or F contains $l$ up to $X$, so the tail starts at $X+1$ and behaves as $(X+1)^{-3}$. On the summed model series, the T/Q formula leaves 3.8% of the error of the larger sum if the tail starts at $X$, but 32% if it starts at $X+1$. Replacing $X$ by $X+1$ changes the factor $27/37=0.73$ to $64/61=1.05$. The difference between the two results measures the sensitivity to the assumed law.

## Pseudocode

```
for each molecule, nucleus and basis:
    build S0, h0, M0 and field matrices S1, hB, hm, hBm, M1
    multiply y-odd orbitals by i; store signs s_P
    S = S0 + B*S1;  M = M0 + B*M1
    for t in (+m, -m):
        h = h0 + B*hB + t*hm + B*t*hBm
        solve HF tightly; get canonical orbitals
        E[t,HF], E[t,MP2]
        if the basis is small: E[t,CCSD(T)]
    sigma[method] = alpha^2*(E[+m]-E[-m])/(2*B*m)
Delta = sigma[MP2] - sigma[HF]
delta = sigma[CCSD(T)] - sigma[MP2]
inspect the steps of HF, Delta and their sum
sigma_comp = HF(Q) + limit(Delta(T),Delta(Q)) + delta(D)
repeat delta in another basis to measure additivity
```

With $o$ occupied and $v$ virtual orbitals, $n=o+v$ and $N$ fitting functions, an HF iteration costs $O(Nn^2o)$ and MP2 $O(No^2v^2)$. The ladder term of CCSD costs $O(o^2v^4)$ per iteration, and the triples $O(o^3v^4)$ once. Doubling $v$ at fixed $o$ multiplies these two by 16, which is why $\delta$ is computed in a small basis. Each nucleus needs two field runs.

## Results

All electrons are correlated, at chosen bond lengths of 1.73 bohr (hydrogen fluoride), 2.13 bohr (CO) and 2.07 bohr (N$_2$). Shieldings are in ppm. The second decimal is kept for the arithmetic only: smaller field steps and a larger fitting set move the entries for basis D by up to 0.04 ppm.

| | F | C in CO | N in N$_2$ |
|---|---|---|---|
| HF, D | 424.17 | −2.21 | −84.12 |
| HF, T | 415.89 | −18.75 | −102.99 |
| HF, Q | 415.15 | −22.90 | −107.08 |
| $\Delta$, D | 8.68 | 44.85 | 79.36 |
| $\Delta$, T | 9.56 | 37.21 | 69.63 |
| $\Delta$, Q | 10.39 | 35.76 | 68.99 |
| $\Delta(\infty)$ | 10.99 | 34.71 | 68.52 |
| $\delta$, D | −5.55 | −6.36 | −17.20 |

For nitrogen the extrapolation reads $68.99+0.73\times(68.99-69.63)=68.52$. The composites are

$$\text{F: }415.15+10.99-5.55=420.6,$$
$$\text{C: }-22.90+34.71-6.36=5.5,$$
$$\text{N: }-107.08+68.52-17.20=-55.8.$$

A negative value means that the induced currents strengthen the field at the nucleus.

### Convergence with the basis

Both component series, HF and $\Delta$, are monotonic for all three nuclei. Their sum need not be, since the steps may have opposite signs. For F the MP2 totals are 432.85, 425.45 and 425.54 ppm: they fall by 7.4 and then rise by 0.1 ppm. That rise is comparable with the numerical effects measured for N$_2$ in basis D (an estimated error of 0.07 ppm from the field steps, a change of 0.04 ppm on enlarging the fitting set), and the fitting set itself is enlarged between T and Q, so the turn is barely resolved. It still shows the danger: the total looks converged while $\Delta$ rises by 0.8 ppm and HF falls by 0.7 ppm. The MP2 totals of C and N decrease monotonically.

Monotonic does not mean cubic. The step ratios of $\Delta$ are about 0.9 (F), 0.19 (C) and 0.07 (N), against 0.243 for $X^{-3}$ and $(1/64-1/125)/(1/27-1/64)=0.356$ for $(X+1)^{-3}$. The MP2 energies have ratios of 0.54 to 0.64, so they do not follow the law in these bases either. For hydrogen fluoride the core accounts for this: with the $1s$ orbital frozen the energy ratio drops from 0.54 to 0.37, close to the $(X+1)^{-3}$ value. The ratio of $\Delta$ for F stays near 0.87 with a frozen core, so the core does not explain the slow convergence of the shielding increment. The limit from D and T differs from that from T and Q by 1.1, 0.7 and 3.0 ppm for F, C and N. Using $X+1$ with T and Q gives about 11.3, 34.2 and 68.3 ppm, shifts of at most 0.5 ppm.

### Convergence with the method

Here the non-monotonic behaviour is large. In basis D the sequence HF, MP2, CCSD, CCSD(T) is

- F: 424.2, 432.9, 427.7, 427.3;
- C: −2.2, 42.6, 32.6, 36.3;
- N: −84.1, −4.8, −25.0, −22.0.

MP2 overshoots CCSD(T) in all three cases. For C and N, CCSD falls below it and the triples raise the value by 3.6 and 3.1 ppm. The small change from CCSD to CCSD(T) for F, −0.4 ppm, is no bound on higher excitations.

### Additivity

For F, $\delta$ changes from −5.55 (D) to −5.37 ppm (T). The composite built on T thus misses the direct CCSD(T) value in T by 0.2 ppm, about 3% of $\delta$.

The smaller basis 6-31G fails. Its $\delta$ is −6.48, −17.06 and −38.99 ppm for F, C and N, so going to D changes it by 0.9, 10.7 and 21.8 ppm. For C and N the change exceeds $\delta(\mathrm D)$ itself. The 6-31G set has no $d$ functions; whether this causes the failure was not tested. The step from D to T was not computed for CO and N$_2$, and the good result for F cannot be transferred to them.

## Accuracy and failure modes

**Unfinished HF convergence.** The last HF steps are −0.7, −4.2 and −4.1 ppm for F, C and N. If later steps kept shrinking by the observed ratios $q=0.09$, 0.25 and 0.22, the remainder would be the last step times $q/(1-q)$: about −0.1, −1.4 and −1.1 ppm. This geometric continuation is a guess and not a bound: three points do not establish a constant ratio, and the true remainder may be several times larger, above all for F, where the small ratio makes the estimate almost vanish. The guess is indeed too small for C and N. In an uncontracted cc-pVQZ set without $g$ functions and with one tight $p$ and one tight $d$ shell added, HF gives −25.0 ppm (C) and −110.4 ppm (N), lower than Q by 2.1 and 3.3 ppm, and this set need not be the limit. For F no such value is available.

**Extrapolating the total.** Applying the cubic formula to $\sigma_{\rm MP2}$ adds $\frac{27}{37}$ of the last HF step to the result, −3.0 ppm for N. The partial-wave argument concerns correlation and gives no reason for this term. Its size is not controlled: it happens to match the HF shift found above for N (−3.3 ppm) and overshoots it for C (−3.0 against −2.1 ppm).

**Small orbital gaps.** Perturbative denominators amplify both the field response and the MP2 correction. The finite-difference error can then be expected to grow, and $\delta$ may change as well, so the step sizes and the basis dependence of $\delta$ must be checked again; no such case was tested here. If the closed-shell reference is itself poor, CCSD(T) is no safe target.

**Omitted physics.** The estimates leave out core-polarizing and diffuse basis functions, excitations beyond CCSD(T), relativity and vibration. With the error scales above, the composites are best read as about 421 ppm for F, uncertain by at least 1 ppm because the steps of $\Delta$ barely shrink (ratio 0.93) and its two limits differ by 1.1 ppm, and as about 5 ppm for C and −56 ppm for N, both probably too high by a few ppm: the larger HF values alone lower them to about 3 and −59 ppm. In that uncontracted set, correlating the core changes $\Delta$ by −3.4 ppm (C) and −3.7 ppm (N), against less than 0.1 ppm in basis D, so the D, T, Q series mixes core and valence convergence. The numerical output lists the values for 6-31G and the cc-pVXZ sets.

## Computed results

```
H2 in field, CCSD - full CI: 1.1e-11 hartree
origin moved F to H, largest change: 0.0000 ppm
HF molecule, CCSD and (T) vs pyscf: 8.8e-10 hartree
N2 Hellmann-Feynman vs difference: 0.0106 ppm
N2 change on halving both steps: 0.0509 ppm
N2 change with larger fitting set: 0.0376 ppm
series, tail from l=X+0: error left 0.038
series, tail from l=X+1: error left 0.320
steps B=0.005, m=0.001 au; alpha^2=53.2514 ppm
X^-3 law, step ratio (Q-T)/(T-D): 0.2434
S=6-31G; D,T,Q=cc-pVDZ,TZ,QZ; shieldings in ppm
--- F in HF, bond 1.73 bohr
HF D,T,Q: 424.17 415.89 415.15
MP2-HF D,T,Q: 8.68 9.56 10.39
HF steps -8.27 -0.74 ratio 0.090 monotonic
MP2-HF steps 0.89 0.82 ratio 0.926 monotonic
MP2 energy D,T,Q: -0.20366 -0.28508 -0.32883 hartree, ratio 0.537
MP2-HF limit from DT 9.94, from TQ 10.99
MP2-HF at Q predicted from DT 9.78
D: CCSD 427.67, CCSD(T) 427.30
CCSD(T)-MP2: S -6.48, D -5.55, T -5.37
additivity error S->D: 0.93
additivity error D->T: 0.17
composite shielding: 420.59
--- C in CO, bond 2.13 bohr
HF D,T,Q: -2.21 -18.75 -22.90
MP2-HF D,T,Q: 44.85 37.21 35.76
HF steps -16.53 -4.15 ratio 0.251 monotonic
MP2-HF steps -7.64 -1.45 ratio 0.189 monotonic
MP2 energy D,T,Q: -0.29058 -0.37988 -0.43684 hartree, ratio 0.638
MP2-HF limit from DT 33.99, from TQ 34.71
MP2-HF at Q predicted from DT 35.35
D: CCSD 32.63, CCSD(T) 36.27
CCSD(T)-MP2: S -17.06, D -6.36
additivity error S->D: 10.70
composite shielding: 5.45
--- N in N2, bond 2.07 bohr
HF D,T,Q: -84.12 -102.99 -107.08
MP2-HF D,T,Q: 79.36 69.63 68.99
HF steps -18.86 -4.10 ratio 0.217 monotonic
MP2-HF steps -9.73 -0.64 ratio 0.066 monotonic
MP2 energy D,T,Q: -0.30985 -0.39908 -0.45527 hartree, ratio 0.630
MP2-HF limit from DT 65.53, from TQ 68.52
MP2-HF at Q predicted from DT 67.26
D: CCSD -25.02, CCSD(T) -21.96
CCSD(T)-MP2: S -38.99, D -17.20
additivity error S->D: 21.80
composite shielding: -55.77
```
